Why the thermoreflectance ratio needs no amplitude calibration

**The measurement and its unknown scale**

A pump pulse heats a thin metal film on a substrate, and a delayed probe pulse reads the film temperature through a small change in reflectivity. The voltage that results depends on how fast heat leaves the film. It also depends on probe power, detector gain, absorbed pump power and the thermoreflectance coefficient, and these are hard to know to a few per cent. One remedy is to modulate the pump, record the in-phase and out-of-phase voltages X and Y of a lock-in amplifier, and fit −X/Y. Two questions follow: why does thermal information survive the division, and which errors survive with it?

The model is linear. The film is isothermal, with heat capacity per area c. It loses heat through an interface conductance G to a half-space of conductivity k and volumetric heat capacity C. Heat flows in one dimension. Pump pulses arrive with period Ts and absorbed fluence F[1 + cos(ω₀nTs)], where n numbers the pulses and F is the mean fluence. The modulation is imprinted before the delay stage, and the stage advances the pump by τ. Probe pulse n then arrives at nTs and pump pulse n at nTs − τ.

**From pulses to two voltages**

Let h(t) be the film temperature at time t after a pulse of unit fluence. At probe pulse n, pump pulse n − j is τ + jTs old. Linearity allows the responses to be added. In complex form the modulated part of the temperature is

θₙ = F Σ_{j≥0} h(τ + jTs) exp[iω₀(n − j)Ts] = F Z(τ) exp(iω₀nTs),

Z(τ) = Σ_{j≥0} h(τ + jTs) exp(−iω₀jTs).

The physical temperature is the real part. The unmodulated part of the pump adds a steady rise, which is the same for every probe pulse. (A finite spot keeps that rise finite.)

The detector voltage is gP(R₀ + βθ), with gain g, incident probe power P, reflectivity R₀ and β = dR/dT. Write V = X + iY and φₙ = ω₀nTs. The modulated voltage is

Re(V exp(iφₙ)) = X cos φₙ − Y sin φₙ.

Averaging the voltage over a whole modulation period with weight 2cos φₙ gives X, and with weight −2sin φₙ gives Y. This is exact when the period holds a whole number of pulses, at least three, as in the worked case below with eight; for other modulation frequencies below half the pulse rate, the average must run over many periods. Constant terms then average to zero, so R₀ and the steady rise drop out. What remains is

V(τ) = S(τ)Z(τ), S = gPβF.

S is real, so it multiplies both channels equally:

r = −X/Y = −(S Re Z)/(S Im Z) = −Re Z/Im Z.

The cancellation holds for any nonzero S. It may have either sign, and it may drift with delay, provided both channels are recorded under the same S. Within these conditions the ratio is independent of amplitude calibration, which is more than a reduced sensitivity to it.

**The thermal response**

The film's energy balance after a unit pulse is c dθ/dt = δ(t) − J, where J is the flux into the substrate. Take Laplace transforms with variable s. In the substrate, kθ″ = Csθ, and the decaying solution is exp[−z√(sC/k)]. The flux at its surface is therefore

J = k√(sC/k) θₛ = e√s θₛ, e = √(kC),

where θₛ is the substrate surface temperature and e is the effusivity. The interface adds J = G(θ − θₛ). Adding the two temperature drops gives θ = J[1/G + 1/(e√s)], and the transform of h is

H(s) = 1/{cs + 1/[1/G + 1/(e√s)]}.

With u = √s, the bracket 1/G + 1/(eu) equals (eu + G)/(Geu), so

H = 1/[cu² + Geu/(eu + G)] = (eu + G)/[u(ceu² + cGu + Ge)].

Let u₁ and u₂ be the roots of the quadratic, assumed distinct. Partial fractions give H = A₀/u + A₁/(u − u₁) + A₂/(u − u₂), with

A₁ = (eu₁ + G)/[ceu₁(u₁ − u₂)], A₂ = −(eu₂ + G)/[ceu₂(u₁ − u₂)].

To invert these terms, consider f(t) = exp(a²t) erfc(−a√t). Differentiation gives f′ = a²f + a/√(πt), with f(0) = 1. The transform of 1/√(πt) is 1/√s, so the transform of f obeys sf̂ − 1 = a²f̂ + a/√s. Hence

f̂ = (√s + a)/[√s(s − a²)] = 1/[√s(√s − a)].

Because 1/(√s − a) = 1/√s + a f̂, its inverse is 1/√(πt) + a f(t). At large u, H falls as 1/(cu²), so A₀ + A₁ + A₂ = 0 and the 1/√(πt) parts cancel. The result is

h(t) = A₁u₁ exp(u₁²t) erfc(−u₁√t) + A₂u₂ exp(u₂²t) erfc(−u₂√t).

At t = 0⁺ this becomes [(eu₁ + G) − (eu₂ + G)]/[ce(u₁ − u₂)] = 1/c, the temperature rise of a film that has not yet lost heat.

**Why information survives the division**

The j = 0 term of Z is real. Separating the channels gives

Re Z = h(τ) + Σ_{j≥1} h(τ + jTs) cos(ω₀jTs),

Im Z = −Σ_{j≥1} h(τ + jTs) sin(ω₀jTs).

The newest pulse appears in the in-phase channel and is absent from the out-of-phase channel, which holds only the memory of earlier pulses. The ratio therefore compares fresh heating with remembered heating. Both are measured with the same uncalibrated thermometer, but they depend differently on the sample.

A limit shows how k enters. Suppose there are many pulses per modulation period, τ is short, the interface resistance is negligible, and the film stores little heat on the scale of 1/ω₀. The sum in Im Z then approaches Im H(iω₀)/Ts with H ≈ 1/(e√(iω₀)). Since 1/√i = (1 − i)/√2,

Im Z ≈ −1/[Ts e√(2ω₀)].

If the film has also kept nearly all of the newest pulse (without interface resistance this requires τ ≪ c²/e²), and the older pulses add little to Re Z, then Re Z ≈ 1/c and

r ≈ Ts e√(2ω₀)/c.

In this limit r grows as √k. The film heat capacity has entered as the reference against which the substrate is measured.

**A worked case**

Take an 80 nm film with C = 2.4 MJ/(m³ K), so that c = 80×10⁻⁹ × 2.4×10⁶ = 0.192 J/(m² K). The substrate has k = 300 W/(m K) and C = 2.2 MJ/(m³ K), and G = 100 MW/(m² K). The pulse rate is 80 MHz, the modulation frequency 10 MHz, and both spots have a 1/e² radius of 25 μm. An absorbed pump power of 20 mW gives 0.25 nJ per pulse. Division by π(25 μm)² gives F = 0.127 J/m².

With g = 100 V/W, P = 5 mW and β = 10⁻⁴ K⁻¹ (setting A),

S = 100 × 0.005 × 10⁻⁴ × 0.1273 = 6.37×10⁻⁶ V per K m²/J.

Setting B has P = 3 mW and β = 0.8×10⁻⁴ K⁻¹, and its pump-probe overlap falls linearly from 1.00 to 0.90 across the delay range. The signals are:

- 0.2 ns: X = 30.13 μV, Y = −1.87 μV in A; 14.46 and −0.90 μV in B. In both, r = 16.09.
- 0.97 ns: 21.07 and −1.80 μV in A; 9.91 and −0.85 μV in B. In both, r = 11.71.
- 4 ns: 6.58 and −1.58 μV in A; 2.84 and −0.68 μV in B. In both, r = 4.17.

These voltages come from a numerical solution of the one-dimensional heat equation, driven by the real pulse train and demodulated from the reflected probe pulses. At 20 delays from 0.2 to 4 ns, the formula for Z agrees with them to about 0.002 % in each channel. Fits of r to these data return k = 300 W/(m K) and G = 100 MW/(m² K) for both settings.

The limiting formula gives r ≈ 19, against 16.09 at 0.2 ns. It is a guide to scaling here and no more. Most of the gap arises because the film has already cooled by 0.2 ns, which brings Re Z down to 0.91/c; |Im Z| is also 6 % above its limiting value.

The division of labour between the channels shows in the logarithmic sensitivities, such as S_k = ∂ln r/∂ln k. At 1 ns, those of r to k, G and c are 0.464, −0.161 and −0.768. Those of X are −0.023, −0.437 and −0.517. Since ln r = ln X − ln|Y|, the sensitivity of |Y| to k is −0.023 − 0.464 = −0.487. At this delay the relative response of r to k comes almost wholly from the small channel, while the newest pulse alone equals 99.6 % of X. The older pulses are not individually negligible: the previous one adds 5 % of X, but with eight pulses per modulation period their cosine-weighted terms nearly cancel. At 2 MHz modulation the newest pulse gives 89 % of X.

**What amplitude errors do to other fits**

Suppose both channels are fitted as absolute temperatures per fluence, and the assumed calibration makes them too large by a fraction ε. Every logarithm in the data shifts by ln(1 + ε). Let J now denote the matrix of derivatives of ln X and ln|Y| with respect to ln k and ln G, one row per data point. With δp the column of shifts in the fitted ln k and ln G, least squares minimizes |Jδp − ln(1 + ε)**1**|², where **1** is a column of ones. Setting the derivative with respect to δp to zero gives, to first order in ε,

δp = (JᵀJ)⁻¹Jᵀ**1** ln(1 + ε).

For ε = 5 %, the complete fit gives k too low by 5.9 % and G too low by 6.3 %. The sign is as expected: at 1 ns both channels fall when k or G rises, so an exaggerated signal is read as poorer heat removal.

The ratio is not the only cure for a constant error. A two-channel fit with one free common scale also removes the 5 % error. It fails when the scale varies with delay. For setting B it returns k too high by 4.8 % and G too high by 8.0 %, because the loss of overlap mimics extra cooling. The ratio removes S separately at each delay. If the drift comes from a change in spot size or a sideways shift of one beam, however, the effect of radial heat flow changes too, and that part does not cancel.

Cancelling the scale does not make signal strength irrelevant. To first order,

δr/r = δX/X − δY/Y.

Equal voltage noise in the two channels therefore acts mainly through the smaller one, Y. More probe power improves precision if the noise does not grow in proportion, though it leaves the noise-free ratio unchanged.

**The calibration that remains: film heat capacity**

Multiply c, G and e by the same factor λ. Each term in the denominator of H is multiplied by λ, so H, h and Z are divided by λ and r is unchanged. With C fixed, e → λe means k → λ²k. Differentiating these two statements with respect to ln λ gives

2S_k + S_G + S_c = 0 for ln r, and −1 for ln X.

The sensitivities above satisfy both: 0.928 − 0.161 − 0.768 is zero to rounding, and −0.046 − 0.437 − 0.517 = −1.000.

A ratio fit therefore cannot determine k, G and c together, because this joint scaling leaves r unchanged. If the assumed c is too large by the factor λ, the same r is reproduced with G too large by λ and k too large by λ². For λ = 1.05 the fit gives +5.00 % in G and +10.25 % in k. Film thickness and film heat capacity thus deserve the care that the ratio saves on optical calibration. The substrate heat capacity matters as well: in this model k and C enter only through kC, so an assumed C that is 1 % high makes k about 1 % low.

**Errors that do not cancel**

A lock-in phase error δ multiplies V by exp(iδ). To first order the channels shift by ΔX = −δ·Y and ΔY = δ·X, so

Δr = −ΔX/Y + X ΔY/Y² = δ + (X²/Y²)δ = (1 + r²)δ.

At r = 11.7, an error of +0.5° (0.0087 rad) changes r by 138 × 0.0087 = 1.2, or 10 %, to first order; the full change is 1.3, or 11 %. Over the full delay range the fitted k rises by 31 % and G by 6.8 %. An error of the opposite sign lowers both. In this example half a degree does far more harm to k than a 5 % amplitude error does in the absolute fit; the errors in G are of similar size.

The data supply a remedy. As the pump moves from just after the probe to just before it, the j = 0 term switches on. Z jumps by h(0⁺) = 1/c = 5.21 K m²/J, which is real, so Y is continuous at zero delay when the phase is right. A phase error δ produces a jump (S/c) sin δ in Y. In setting A, S/c is 33 μV, and 0.5° gives a jump of 0.29 μV. The phase should be adjusted until this jump vanishes. The model's step is sharp, whereas a real film needs time to become isothermal, so the levels should be read outside the initial transient. Y also drifts slowly with delay when the phase is right, so the levels on the two sides should be extrapolated to zero delay before they are compared.

An additive pickup b in the out-of-phase channel gives, to first order,

δr/r = −b/Y.

For b = −0.03 μV and Y = −1.80 μV this is −1.7 %, and the fitted k falls by 3.4 %. If the probe power is halved while b stays fixed, the error in k nearly doubles, to −6.6 %. Pickup thus brings back the dependence on probe power that the ratio had removed. It should be measured with the probe blocked and subtracted as a complex voltage before the ratio is formed; pickup that needs the probe present requires a separate test. A fit that changes with probe power is a warning of pickup, nonlinearity or heating. Unequal channel gains also survive, since they multiply r by their ratio.

**Beside a real film on silicon carbide**

The parameters are rough typical values for aluminium on crystalline silicon carbide; actual values depend on crystal, doping and interface preparation. Real samples break the one-dimensional, isothermal-film assumptions. To size this, ratios were calculated with the same inputs but with Gaussian spots and a film conductivity of 180 W/(m K), then fitted with the simple model. Radial flow alone shifts k by +1.6 % and G by −0.4 %. Finite conduction through the film alone shifts them by +2.5 % and −1.4 %. Both together, with an in-plane substrate conductivity 1.2 times the through-plane value, give +4.3 % and −1.8 %. A fit meant to be good to a few per cent should include these effects. Smaller spots or lower modulation frequencies make radial flow more important, because the penetration depth √[k/(πCf₀)], with f₀ the modulation frequency and here 2.1 μm, is then a larger fraction of the spot radius.

Heating is mild in this example. Averaged over the probe spot, the steady rise is 0.8 K in the substrate and 0.9 K in the film, and the strongest single pulse adds 1.3 K. At the spot centre these values are 1.1, 1.3 and 2.7 K. If k falls roughly as T^(−1.3) near 300 K, the steady substrate rise lowers it by 0.3 %. A grey estimate with a phonon speed of 8 km/s gives a mean free path of 51 nm. This is far below the penetration depth, but it is about a third of the diffusion length √(kτ/C) = 165 nm at the shortest delay, 0.2 ns. The average also understates the reach of long-path phonons, so the estimate does not establish that Fourier's law holds. The ratio offers no protection here: it cancels a common optical scale, and it leaves errors in the thermal model in place.

The numerical output below gives the remaining digits.

Computed values

```
Input k = 300 W/(m K), G = 100 MW/(m^2 K)
Substrate heat capacity = 2.2 MJ/(m^3 K)
Film: 80 nm, 2.4 MJ/(m^3 K), k = 180 W/(m K)
Film heat capacity per area = 0.192 J/(m^2 K)
Pulse rate = 80 MHz, modulation = 10 MHz
Spot radius (1/e^2, pump and probe) = 25 um
Absorbed pump = 20 mW, mean pulse fluence = 0.1273 J/m^2
Detector gain = 100 V/W, reflectivity = 0.9
Setting A: probe 5 mW, beta 1.0e-04 1/K
Setting B: probe 3 mW, beta 8.0e-05 1/K
Setting B overlap factor: 1.00 to 0.90
Fit delays: 20 from 0.2 to 4.0 ns
A, 0.200 ns: in 30.133 uV, out -1.873 uV, r 16.0894
B, 0.200 ns: in 14.464 uV, out -0.899 uV, r 16.0894
A, 0.968 ns: in 21.067 uV, out -1.799 uV, r 11.7116
B, 0.968 ns: in 9.908 uV, out -0.846 uV, r 11.7116
A, 4.000 ns: in 6.579 uV, out -1.579 uV, r 4.1654
B, 4.000 ns: in 2.842 uV, out -0.682 uV, r 4.1654
Simulation vs formula, max error: in 0.0012 %, out 0.0022 %
Jump at zero delay: real 5.2083, imag 0.0000 K m^2/J
Newest-pulse share of in-phase at 1 ns = 99.6 %
Ratio fit A: k = 299.99 W/(m K), G = 100.000 MW/(m^2 K)
Ratio fit B: k = 299.99 W/(m K), G = 100.000 MW/(m^2 K)
Absolute fit, scale +5 %: k -5.86 %, G -6.29 %
One free scale, constant +5 %: k -0.00 %, G -0.00 %
One free scale, drifting overlap: k +4.75 %, G +8.03 %
Ratio fit, film heat capacity +5 %: k +10.25 %, G +5.00 %
Ratio fit, phase error 0.5 deg: k +31.11 %, G +6.76 %
Pickup added to out-of-phase = -0.03 uV
Pickup, probe 5 mW: k -3.38 %, G +0.65 %
Pickup, probe 2.5 mW: k -6.59 %, G +1.30 %
ln r sensitivity at 1 ns to k, G, c: 0.4640, -0.1605, -0.7675
ln in-phase sensitivity at 1 ns to k, G, c: -0.0232, -0.4369, -0.5168
Neglected radial flow: k +1.55 %, G -0.35 %
Neglected film conduction: k +2.48 %, G -1.41 %
Neglected both, in-plane k x1.2: k +4.31 %, G -1.83 %
Steady heating: substrate 0.77 K, film 0.88 K
Largest single-pulse film rise = 1.33 K
k change from substrate heating (k ~ T^-1.3, 300 K) = -0.33 %
Thermal penetration depth at f0 = 2.08 um
Grey phonon mean free path (speed 8 km/s) = 51 nm
```
